# Korhonen's Equation for Stress in a Confined Metal Line

## Definitions and conventions

A long, thin metal line lies along $x$, from $x=0$ to $x=L$, bonded to a surrounding solid called the matrix. Electrons flow along $+x$, so they enter at the cathode end $x=0$ and leave at the anode end $x=L$. The magnitude of the current density is $j>0$ and the resistivity is $\rho$.

The hydrostatic stress $\sigma$ is one third of the trace of the stress tensor, positive in tension. The atomic volume is $\Omega$, and $C=1/\Omega$ is the density of lattice sites in the unstressed line. All densities are counted per undeformed volume, and fluxes per undeformed area. The actual site density is $C_L=C(1+\theta)$, where $\theta$ is the fraction of sites added; a negative $\theta$ means that sites have been removed. Vacancies have density $C_v$ and diffusivity $D_v$, and the atomic diffusivity is $D=D_vC_v/C$. This is the diffusivity that sets the net flux of atoms; the tracer diffusivity is smaller by a correlation factor, about 0.78 in a face-centred cubic lattice. The thermal energy is $kT$.

The electric field and the momentum transferred by the electrons are combined in an effective charge $-Ze$ per atom, with $e>0$; here $Z>0$, which means that the electron wind dominates. The conventional current runs along $-x$, so the field is $E_x=-\rho j$ and the force on an atom is

$$F=(-Ze)(-\rho j)=Ze\rho j ,$$

directed along $+x$. This expression has the same form in Gaussian and SI units. Numbers below are in SI units.

## Theorem

Assume the following.

1. Strains are small, and both solids are linear, isotropic and elastic, without plastic flow.
2. The stress varies slowly along $x$ compared with the line width, and the line does not move along its axis.
3. Atoms added at grain boundaries and dislocations swell the line equally in all directions.
4. These sinks and sources keep the vacancies in local equilibrium with the stress.
5. A vacant site has the same volume as an occupied one, and vacancies are dilute.
6. The temperature is uniform.

Then there is an effective modulus $B$ such that, when storage of matter in the vacancy population is negligible,

$$\boxed{\;\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\frac{DB\Omega}{kT}\left(\frac{\partial\sigma}{\partial x}+\frac{Ze\rho j}{\Omega}\right)\right]\;}\tag{1}$$

The proof needs the stress caused by added sites, the energy cost of adding them, and the atomic flux.

## Lemma 1: elastic storage

*For a line of circular cross-section, with bulk modulus $K$ and shear modulus $G$, in a wide matrix of shear modulus $G_m$, adding a site fraction $\theta$ to an unstressed line gives*

$$\sigma=-B\theta,\qquad B=\frac{K\,(G/3+G_m)}{K+G/3+G_m}.\tag{2}$$

**Proof.** If free, the line would swell by the strain $\theta/3$ in each direction. Confinement prevents this. By assumption 2, each cross-section can be treated as part of a uniform line with no axial strain.

Radial equilibrium in a uniform isotropic solid allows displacements proportional to $r$ and to $1/r$. The displacement must be finite on the axis, so $u=\varepsilon r$ in the line. It must decay far away, so $u=\varepsilon a^2/r$ in the matrix, where $a$ is the line radius. The two agree at $r=a$.

Elastic strain is total strain minus free swelling. In the line its components are $\varepsilon-\theta/3$ in the two transverse directions and $-\theta/3$ along the axis, with trace $2\varepsilon-\theta$. The radial stress is therefore

$$\begin{aligned}
\sigma_{rr}&=\left(K-\tfrac23G\right)(2\varepsilon-\theta)+2G\left(\varepsilon-\tfrac{\theta}{3}\right)\\
&=2\left(K+\tfrac13G\right)\varepsilon-K\theta .
\end{aligned}$$

The terms in $G\theta$ have cancelled. In the matrix the radial and hoop strains are $-\varepsilon a^2/r^2$ and $+\varepsilon a^2/r^2$. Their sum is zero, so only shear stiffness matters, and at $r=a$ the radial stress is $-2G_m\varepsilon$. Equating the two stresses gives

$$\varepsilon=\frac{K\theta}{2(K+G/3+G_m)} .$$

The hydrostatic stress is $K$ times the trace of the elastic strain:

$$\sigma=K(2\varepsilon-\theta)=-K\theta\left[1-\frac{K}{K+G/3+G_m}\right]=-B\theta .\qquad\blacksquare$$

**Two limits.** A rigid matrix, $G_m\to\infty$, gives $B=K$. A very soft one, $G_m\to0$, with the line still held along its axis as assumption 2 requires, gives

$$B=\frac{KG}{3K+G}=\frac{E}{9},\qquad E=\frac{9KG}{3K+G},$$

where $E$ is Young's modulus of the line. In this limit only the axial stress $-E\theta/3$ survives, and one third of it is the hydrostatic part. Thus $B$ describes the line and its confinement together. Another cross-section can change the value of $B$, but the rest of the argument needs only a linear relation between $\sigma$ and $\theta$.

## Lemma 2: energy cost of an added atom

*Adding one atom together with its site changes the elastic energy by $-\Omega\sigma$.*

**Proof.** Let $W(\theta)$ be the elastic energy of line and matrix at mechanical equilibrium, divided by the line volume $V$. When $\theta$ changes, the displacements change too. Equilibrium makes the energy stationary with respect to displacements, so to first order their change contributes nothing. What remains is the change of elastic strain at fixed displacement, $-d\theta/3$ along each axis of the line. With $\sigma_{ii}$ the normal stresses,

$$\frac{dW}{d\theta}=\sum_i\sigma_{ii}\left(-\frac13\right)=-\sigma .\tag{3}$$

One added site changes $\theta$ by $\Omega/V$. The energy changes by $V(-\sigma)(\Omega/V)=-\Omega\sigma$. $\blacksquare$

For a line that starts unstressed, (2) and (3) give $W=B\theta^2/2$, the energy of a spring. Tension lowers the cost of inserting an atom, and compression raises it. The hydrostatic stress appears because deposition is isotropic. If atoms entered at boundaries of one orientation, the normal stress on those boundaries would take its place.

## Lemma 3: atomic flux

*The atomic flux along $+x$ is*

$$J=\frac{DC}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).\tag{4}$$

**Proof.** A vacancy forms when an interior atom moves to a sink. The number of atoms is unchanged and one site is added. By assumption 5 the new site swells the line as an occupied site would, so Lemma 2 gives an elastic energy change $-\Omega\sigma$. Let $g_f$ be the formation free energy without stress. For dilute vacancies, equilibrium requires

$$g_f-\Omega\sigma+kT\ln\frac{C_v}{C}=0,$$

and hence

$$C_v=C_{v0}\,e^{\Omega\sigma/kT},\qquad C_{v0}=C\,e^{-g_f/kT}.\tag{5}$$

Next consider vacancy jumps of length $b$ along the axis, with rate $\nu$ in each direction when $F=0$. Their diffusivity is $D_v=\nu b^2$. A vacancy jump towards $-x$ carries an atom towards $+x$. The force does work $Fb/2$ on that atom up to the middle of the jump, so the rate becomes $\nu e^{Fb/2kT}$. The opposite jump has rate $\nu e^{-Fb/2kT}$. For $Fb\ll kT$ the mean vacancy velocity is

$$-b\nu\left(e^{Fb/2kT}-e^{-Fb/2kT}\right)\simeq-\frac{\nu b^2F}{kT}=-\frac{D_vF}{kT}.$$

Diffusion and drift together give

$$J_v=-D_v\frac{\partial C_v}{\partial x}-\frac{D_vC_v}{kT}F .$$

From (5), $\partial C_v/\partial x=(C_v\Omega/kT)\,\partial\sigma/\partial x$. This is the derivative at uniform temperature; a temperature gradient would add a term through $C_{v0}$. Each vacancy jump moves one atom the opposite way, so $J=-J_v$ and

$$J=\frac{D_vC_v}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

Substituting $D_vC_v=DC$ gives (4). $\blacksquare$

Atoms drift with the electrons and also move towards greater tension. The stress gradient acts through the vacancies: regions in tension hold more of them, vacancies diffuse away from there, and atoms go in.

## Proof of the theorem

The density of atoms is $C_L-C_v$. Sinks create or remove sites, but they do not create atoms, so

$$\frac{\partial}{\partial t}(C_L-C_v)=-\frac{\partial J}{\partial x}.\tag{6}$$

By Lemma 1 a change of site density is tied to a change of stress. An initial stress that is constant in time does not affect this relation between rates:

$$\frac{\partial C_L}{\partial t}=C\frac{\partial\theta}{\partial t}=-\frac{C}{B}\frac{\partial\sigma}{\partial t}.$$

Equation (5) gives the vacancy part,

$$\frac{\partial C_v}{\partial t}=\frac{C_v\Omega}{kT}\frac{\partial\sigma}{\partial t}.$$

Inserting both in (6) and changing the overall sign,

$$\frac{C}{B}(1+s)\frac{\partial\sigma}{\partial t}=\frac{\partial J}{\partial x},\qquad s=\frac{C_v}{C}\,\frac{B\Omega}{kT}.\tag{7}$$

For $s\ll1$ the vacancy term is dropped. Multiplication by $B/C$ and use of (4) give

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\frac{DB}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right)\right].$$

Taking $\Omega$ out of the inner bracket and inserting $F=Ze\rho j$ gives (1). $\blacksquare$

Where more atoms leave than arrive, $\partial J/\partial x>0$ and the stress becomes more tensile. For constant $D$ and $F$ the equation reduces to

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT}.\tag{8}$$

The current has dropped out of the interior and acts through the boundary conditions. The stress diffusivity $\kappa$ differs from the atomic diffusivity $D$ by the factor $B\Omega/kT$, which is large in metals because a small change of site density produces a large change of stress.

## Corollary 1: a line blocked at both ends

Let $D$ and $F$ be constant, let the line start without stress, and let no atoms pass either end. Define $g=F/\Omega$. By (4), $J=0$ requires $\partial\sigma/\partial x=-g$ at both ends. Then

$$\sigma=gL\left[\frac12-\frac xL-\frac4{\pi^2}\sum_{n\ \rm odd}\frac{\cos(n\pi x/L)}{n^2}\,e^{-n^2\pi^2\kappa t/L^2}\right],\tag{9}$$

with $n=1,3,5,\dots$

**Proof.** Integrating (1) over the line gives zero on the right, since the end fluxes vanish. The mean stress stays zero, and the steady state is $g(L/2-x)$. Write $\sigma=g(L/2-x)+w$. Then $w$ obeys (8), has zero slope at both ends, and starts as $w=-g(L/2-x)$. Its modes are $\cos(n\pi x/L)\,e^{-n^2\pi^2\kappa t/L^2}$. The mean of $w$ is zero, so $n=0$ is absent. For $n\ge1$ the constant $L/2$ integrates to zero against the cosine, and integration by parts gives the coefficient

$$a_n=\frac{2g}{L}\int_0^Lx\cos\frac{n\pi x}{L}\,dx=\frac{2gL}{n^2\pi^2}\left[(-1)^n-1\right].$$

This is $-4gL/(n^2\pi^2)$ for odd $n$ and zero for even $n$. $\blacksquare$

The slope $\partial\sigma/\partial x$ also obeys (8). It starts at zero and is held at $-g$ at the ends, so the maximum principle for diffusion keeps it between $-g$ and zero. The largest tension is therefore at the cathode.

**Early times.** Let $\tau=\kappa t/L^2$. Differentiating (9) at $x=0$ gives

$$\frac{\partial\sigma(0)}{\partial\tau}=4gL\sum_{n\ \rm odd}e^{-n^2\pi^2\tau}.$$

Poisson summation, which turns a sum over integers into a sum over Fourier transforms, gives the same rate as

$$\frac{\partial\sigma(0)}{\partial\tau}=\frac{gL}{\sqrt{\pi\tau}}\left[1+2\sum_{m=1}^\infty(-1)^me^{-m^2/4\tau}\right].\tag{10}$$

For $\tau\ll1$ the bracket is close to one. Integration from zero stress then gives

$$\sigma(0,t)\simeq2gL\sqrt{\frac{\tau}{\pi}}=2g\sqrt{\frac{\kappa t}{\pi}} .\tag{11}$$

The length has cancelled because the cathode does not yet feel the anode. The sum in (10) alternates with decreasing terms and starts negative, so the bracket is below one. The law (11) thus overestimates the cathode stress, slightly at first and noticeably once compression arrives from the anode.

**Threshold length.** The rate at the cathode is positive, so the stress there rises towards $gL/2$ without passing it. If damage needs a tension $\sigma_c$, it is not reached when $gL/2\le\sigma_c$, that is, when

$$jL\le\frac{2\Omega\sigma_c}{Ze\rho}.\tag{12}$$

In a short line the back stress stops the drift before the threshold. With constant $D$, a uniform initial stress $\sigma_0$ simply adds to (9), and $\sigma_c$ in (12) becomes $\sigma_c-\sigma_0$. Initial tension left by cooling therefore reduces the safe product.

## Corollary 2: stress migration without current

Let $j=0$ and let the line start with uniform tension $\sigma_0$. If both ends are blocked, (1) leaves this stress unchanged: without a gradient, atoms have no reason to move. Now let a void be present at $x=0$. Neglecting its surface energy, an atom on its surface has the chemical potential of unstressed metal, so $\sigma(0,t)=0$. With the end $x=L$ still blocked, the modes must vanish at $x=0$ and have zero slope at $x=L$. They are $\sin q_nx$ with $q_n=(n+\tfrac12)\pi/L$, and

$$\sigma=\sum_{n=0}^{\infty}\frac{2\sigma_0}{q_nL}\sin(q_nx)\,e^{-\kappa q_n^2t}.\tag{13}$$

The coefficient is $(2\sigma_0/L)\int_0^L\sin q_nx\,dx$, where $\cos q_nL=0$. The slowest mode decays in the time $4L^2/(\pi^2\kappa)$, four times that of the slowest mode in (9).

Atoms leave the void surface and relieve the tension. Complete relief needs an added site fraction $\sigma_0/B$, hence $C L\sigma_0/B$ atoms per unit area. If they all come from a void spanning the cross-section, the void lengthens by $L\sigma_0/B$.

## Remarks on the assumptions

**Vacancy storage.** If $s$ is not small but nearly constant, (7) replaces $\kappa$ by $\kappa/(1+s)$. Since (11) is proportional to $\sqrt\kappa$, omitting this factor at $s=0.3$ would raise the early stress by $\sqrt{1.3}-1=14\%$. The value $s=0.3$ only illustrates the factor: with $B\Omega/kT\approx60$ it needs a vacancy fraction of 0.005, far above the equilibrium fraction in copper or aluminium, which is a few times $10^{-4}$ even at the melting point.

**Slow sinks.** Suppose that vacancies approach their equilibrium density in a time $\tau_s$. Vacancies brought to the cathode must be absorbed before sites disappear and tension builds up. In the time $\tau_s$ a vacancy diffuses a distance of order $\sqrt{D_v\tau_s}$, so local equilibrium on the scale of the line requires $\sqrt{D_v\tau_s}\ll L$. The effect was computed by integrating the vacancy and stress balances on a grid of cells, with $s=0.3$, a weak force and $\kappa t/[(1+s)L^2]=0.05$. Raising $\tau_s$ from $10^{-4}L^2/D_v$ to $L^2/D_v$ reduced the stress in the cell next to the cathode to 8% of its fast-sink value. The reduction is not a waiting time of length $\tau_s$. For $s=6\times10^{-6}$ the same scaled time is about $8000\,\tau_s$, and the ratio is still 9%, because the vacancies spread along the line before they are absorbed. At early times the length to compare with is $\sqrt{\kappa t}$ rather than $L$: for this small $s$ and $\sqrt{D_v\tau_s}=0.1L$, the cathode stress is 68% of its local-equilibrium value at $\kappa t/L^2=0.0088$ and 96% at $0.119$.

**Stress-dependent diffusivity.** If $D_v$ is constant, (5) makes $D$ proportional to $e^{\Omega\sigma/kT}$. Equation (1) still holds, but (8) does not. In a blocked line with negligible $s$, the steady profile is unchanged: $D$ is positive, so zero flux still requires slope $-g$, and the mean stress is still conserved.

**Fast paths.** Lemma 3 describes vacancies in a uniform lattice. In real interconnects most atoms usually move along grain boundaries and interfaces. Equation (1) can still be used as an effective description, with $D$ averaged over the cross-section and $Z$ taken for the dominant path. The dependence of $D$ on stress then also belongs to that path and need not follow (5). The value of $B$ in (2) still requires equal swelling in all directions, so atoms must be deposited at boundaries of many orientations. If they enter mainly at boundaries of one orientation, both the relevant stress and the modulus change.

**End of validity.** Once a void opens, the blocked condition at that place no longer applies. Plastic flow breaks the proportionality between $\sigma$ and $\theta$.

## Worked example

In copper or aluminium at 500 K, diffusion through the crystal lattice is much slower than the $D$ chosen here. This $D$ stands for an effective diffusivity, averaged over the cross-section, of a line in which most atoms move along grain boundaries and interfaces. The boundaries are assumed to have many orientations, so that (2) applies. The parameters are round model values:

- $T=500$ K, $\Omega=1.2\times10^{-29}$ m³ and $D=10^{-16}$ m²/s;
- $K=140$ GPa, $G=50$ GPa and $G_m=30$ GPa;
- $Z=1$, $\rho=4\times10^{-8}$ Ω m and $j=10^{10}$ A/m²;
- $L=50$ µm and $\sigma_c=100$ MPa.

**Modulus and stress diffusivity.** Here $G/3+G_m=46.67$ GPa, so

$$B=\frac{140\times46.67}{186.67}\ \text{GPa}=35\ \text{GPa}.$$

This is a quarter of the bulk modulus; a very soft matrix would give 14.9 GPa. With $kT=6.903\times10^{-21}$ J, the ratio $B\Omega/kT$ is 60.8. Hence $\kappa=60.8D=6.08\times10^{-15}$ m²/s, and $L^2/\kappa=114.1$ h. For a vacancy fraction of $10^{-7}$, $s=6.1\times10^{-6}$, which is negligible.

**Driving force.** The force is

$$F=(1.602\times10^{-19})(4\times10^{-8})(10^{10})\ \text{N}=6.41\times10^{-17}\ \text{N}.$$

Division by $\Omega$ gives $g=5.34$ MPa/µm, so $gL=267$ MPa. The final stress is 133.5 MPa of tension at the cathode and equal compression at the anode. By the proof of Lemma 1, the axial and transverse stresses at the ends then differ by $2G|\varepsilon|=143$ MPa. The example therefore assumes a yield stress above this value; a line that yields earlier would flow plastically, and (1) would no longer hold there.

**Stress history.** After 1 h, $\tau=1/114.1=0.0088$, and both (9) and (11) give 28.2 MPa at the cathode. After 24 h, $\tau=0.210$ and the first term of the series suffices:

$$\sigma(0)=267\left[\frac12-\frac4{\pi^2}e^{-0.210\pi^2}\right]\text{MPa}\simeq120\ \text{MPa}.$$

The threshold is reached when the bracket equals $100/267=0.3745$. This requires $e^{-\pi^2\tau}=0.1255\,\pi^2/4=0.310$, hence $\tau=0.119$ and $t=13.6$ h. The early law would give 12.6 h. It is too short because, by (10), compression from the anode has already reduced the rate at the cathode by about $2e^{-1/4\tau}=24\%$ when the threshold is reached.

At that time the site fraction missing at the cathode is $\sigma_c/B=0.0029$. The exponent $\Omega\sigma_c/kT$ is 0.174. If $D$ followed (5), which need not hold for grain boundaries and interfaces, it would be 19% larger there than at zero stress. Solving (1) with this dependence on a grid of 100 cells raises the cathode stress at 13.6 h by about 1% relative to constant $D$. The effect on the stress is much smaller than the local change of $D$ in this example.

**Safe length.** At this current density, (12) gives

$$L\le\frac{2\sigma_c}{g}=\frac{200\ \text{MPa}}{5.34\ \text{MPa/µm}}=37.4\ \text{µm}.$$

The corresponding product is $jL=3.74\times10^5$ A/m, or 3740 A/cm. The 50 µm line exceeds it and reaches the threshold; a line of 35 µm would not, provided it starts without stress. Its final tension is 93.5 MPa, so an initial tension of 7 MPa would carry it past the threshold. By Lemma 1, cooling by 25 K with an expansion mismatch of $1.4\times10^{-5}$ K$^{-1}$ acts as $\theta=-1.05\times10^{-3}$, gives $\sigma_0=37$ MPa and shortens the safe length to 24 µm.

**The same line without current.** If it starts at $\sigma_0=100$ MPa and has a void at one end, the slowest mode of (13) decays in $4\times114.1/\pi^2=46$ h. The void lengthens by $0.00286\times50$ µm $=0.14$ µm. The stored elastic strain is small, and so is the void growth that relieves it.
